\section*{Flux sectors, soft photon clouds and the electron's missing mass eigenstate}

\section*{The overlap}

\textbf{Q:} The electron is not a Wigner particle, that is, not a particle whose normalizable wave packets are eigenvectors of the mass operator $M^2=H^2-\mathbf P^2$. My reason is short. By Gauss's law an electron carries its field out to infinity. Electrons of different velocity carry different soft photon clouds, and the overlap of two clouds vanishes. Velocity is therefore superselected, and a superselected velocity leaves no room for a sharp mass.

\textbf{A:} Let us compute the overlap before deciding what it proves. I use $\hbar=c=1$, $e^2=4\pi\alpha$ and Coulomb gauge, with
\[
\mathbf A(\mathbf x)=\int\! d^3k\sum_\lambda
\frac{\boldsymbol\epsilon_\lambda}{\sqrt{2k(2\pi)^3}}
\left(a\,e^{i\mathbf k\cdot\mathbf x}+a^\dagger e^{-i\mathbf k\cdot\mathbf x}\right).
\]
For soft photons, $E(\mathbf P-\mathbf P_{\rm ph})\simeq E(\mathbf P)-\mathbf v\cdot\mathbf P_{\rm ph}$ with $\mathbf v=\mathbf P/E(\mathbf P)$. I drop further recoil, the $\mathbf A^2$ term, spin and pairs. With photon positions measured from the electron, the Hamiltonian at total momentum $\mathbf P$ is
\[
H(\mathbf P)=E(\mathbf P)+C+\int\! d^3k\sum_\lambda
\left[\omega\,a^\dagger a-\omega f_v(a+a^\dagger)\right],
\]
\[
\omega=k-\mathbf k\cdot\mathbf v,\qquad
f_v=\frac{e\,\mathbf v\cdot\boldsymbol\epsilon_\lambda\,e^{-k/2\Lambda}}
{\sqrt{2k(2\pi)^3}\,(k-\mathbf k\cdot\mathbf v)} .
\]
This is the Bloch--Nordsieck model, with a smooth cutoff $\Lambda$ far below the electron mass $m$. The constant $C=\int\sum\omega f_v^2$ cancels the energy shift of the cloud, so completing the square gives
\[
H(\mathbf P)-E(\mathbf P)=\int\! d^3k\sum_\lambda\omega\,(a^\dagger-f_v)(a-f_v)\ge0 .
\]
The ground state $|f_v\rangle$ is the coherent state with $a|f_v\rangle=f_v|f_v\rangle$.

For one mode, $\langle\beta|\beta'\rangle=e^{-\beta^2/2-\beta'^2/2+\beta\beta'}=e^{-(\beta-\beta')^2/2}$ when the amplitudes are real. The product over modes with $k>\mu$ is
\[
\langle f_u|f_v\rangle=e^{-N/2},\qquad
N=\int_{k>\mu}\! d^3k\sum_\lambda\delta^2,\qquad \delta=f_v-f_u .
\]
Let $\mathbf n=\mathbf k/k$, and let $T$ denote the part perpendicular to $\mathbf n$. The polarization sum and $e^2/[2(2\pi)^3]=\alpha/4\pi^2$ give
\[
N=A\int_\mu^\infty\!\frac{dk}{k}e^{-k/\Lambda}=A\,E_1(\mu/\Lambda),
\]
\[
A=\frac{\alpha}{4\pi^2}\int\! d\Omega\,|\mathbf J_T|^2,\qquad
\mathbf J=\frac{\mathbf v}{1-\mathbf n\cdot\mathbf v}-\frac{\mathbf u}{1-\mathbf n\cdot\mathbf u}.
\]

\textbf{Q:} Does the angular integral have a closed form?

\textbf{A:} Yes. Define $J^0=1/(1-\mathbf n\cdot\mathbf v)-1/(1-\mathbf n\cdot\mathbf u)$. Then $J^0-\mathbf n\cdot\mathbf J=1-1=0$, so $|\mathbf J_T|^2=\mathbf J^2-(J^0)^2$, or
\[
|\mathbf J_T|^2=\frac{2(1-\mathbf v\cdot\mathbf u)}{(1-\mathbf n\cdot\mathbf v)(1-\mathbf n\cdot\mathbf u)}
-\frac{1-v^2}{(1-\mathbf n\cdot\mathbf v)^2}-\frac{1-u^2}{(1-\mathbf n\cdot\mathbf u)^2}.
\]
Since $\int d\Omega\,(1-\mathbf n\cdot\mathbf w)^{-2}=4\pi/(1-w^2)$, the last two terms integrate to $-8\pi$. In the first I use $1/(pq)=\int_0^1dx\,[xp+(1-x)q]^{-2}$, which leads to $\mathbf w=x\mathbf v+(1-x)\mathbf u$. Put $a_v=\sqrt{1-v^2}$, $a_u=\sqrt{1-u^2}$ and $1-\mathbf v\cdot\mathbf u=a_va_u\cosh\theta$, where $\theta$ is the relative rapidity. Then
\[
1-w^2=x^2a_v^2+(1-x)^2a_u^2+2x(1-x)a_va_u\cosh\theta .
\]
The substitution $y=xa_v/[(1-x)a_u]$ gives
\[
\int_0^1\!\frac{dx}{1-w^2}=\frac1{a_va_u}\int_0^\infty\!\frac{dy}{y^2+2y\cosh\theta+1}
=\frac{\theta}{a_va_u\sinh\theta},
\]
the last step by partial fractions with roots $-e^{\pm\theta}$. The first term thus contributes $8\pi\theta\coth\theta$, and
\[
A=\frac{2\alpha}{\pi}\left(\theta\coth\theta-1\right).
\]
For small velocities $A\simeq(2\alpha/3\pi)|\mathbf v-\mathbf u|^2$; for large rapidity $A\simeq(2\alpha/\pi)(\theta-1)$. If $\mathbf v\ne\mathbf u$, then $A>0$. Because $E_1(\mu/\Lambda)\simeq\ln(\Lambda/\mu)-\gamma_E$ for $\mu\ll\Lambda$, with $\gamma_E$ Euler's constant, the overlap vanishes as $\mu\to0$.

\section*{From zero overlap to a sector}

\textbf{Q:} So the overlap vanishes, and the velocities are superselected.

\textbf{A:} That does not follow yet. The vacuum and a one-photon state are also orthogonal, but a field operator connects them. Superselection requires that no local observable connect the two states. Take the displacement operators $W(g)=\exp[a^\dagger(g)-a(g)]$ with square-integrable $g$. They turn $|f_v\rangle$ into $|f_v+g\rangle$ up to a phase, so
\[
|\langle f_u|W(g)|f_v\rangle|=e^{-\|f_u-f_v-g\|^2/2},\qquad
\|f_u-f_v-g\|\ge\sqrt N-\|g\| .
\]
Every such matrix element tends to zero with $\mu$, and so do those of finite sums of $W$'s. A relative phase between the two clouds then has no effect on these observables. It is the divergence of $N$ that does this work.

There is also an observable that names the sector. Measure $a$ relative to $f_u$, and define
\[
X_\mu=\frac{a(\delta)+a^\dagger(\delta)}{2N}.
\]
Its mean is $0$ in $|f_u\rangle$ and $(N+N)/2N=1$ in $|f_v\rangle$. From $[a(\delta),a^\dagger(\delta)]=N$, its variance is $N/(2N)^2=1/4N$, which goes to zero. Acting with $W(g)$ moves the mean by at most $\|g\|/\sqrt N$, which goes to zero as well.

I call the space spanned by all $W(g)|f_u\rangle$, after $\mu\to0$, the sector of $\mathbf u$.

\textbf{Q:} And Gauss's law is what labels it?

\textbf{A:} Gauss's law fixes the total flux, which is the same for all velocities. The label lies in how the field is distributed over directions. The transverse field is
\[
\mathbf E_\perp=-\dot{\mathbf A}=i\int\! d^3k\sum_\lambda\sqrt{\frac{k}{2(2\pi)^3}}\,
\boldsymbol\epsilon_\lambda\left(a\,e^{i\mathbf k\cdot\mathbf x}-a^\dagger e^{-i\mathbf k\cdot\mathbf x}\right).
\]
In $|f_u\rangle$ the bracket becomes $2if_u\sin\mathbf k\cdot\mathbf x$. Far away the cutoff can be dropped, and
\[
\langle\mathbf E_\perp\rangle=-\frac{e}{(2\pi)^3}\int\! d^3k\,
\frac{\mathbf u_T}{k(1-c)}\sin\mathbf k\cdot\mathbf x,\qquad c=\mathbf n\cdot\mathbf u .
\]
The sine selects the part of $1/(1-c)$ that is odd in $\mathbf k$, namely $c/(1-c^2)$. The Fourier amplitude is therefore $ie\,\mathbf u_Tc/[k(1-c^2)]$. Add the Coulomb amplitude $-ie\,\mathbf n/k$ and insert $\mathbf u_T=\mathbf u-\mathbf n c$:
\[
\hat{\mathbf E}=-\frac{ie}{k}\,\frac{\mathbf n(1-c^2)+\mathbf n c^2-\mathbf u c}{1-c^2}
=-ie\,\frac{\mathbf k-\mathbf u(\mathbf k\cdot\mathbf u)}{k^2-(\mathbf k\cdot\mathbf u)^2}.
\]
This is $\mathbf E=-\nabla\phi+\mathbf u(\mathbf u\cdot\nabla)\phi$ with $\hat\phi=e/[k^2-(\mathbf k\cdot\mathbf u)^2]$. Rescaling the component of $\mathbf k$ along $\mathbf u$ turns $\hat\phi$ into a Coulomb transform, so
\[
\phi=\frac{e}{4\pi s},\qquad s^2=x_\parallel^2+(1-u^2)x_\perp^2=r^2(1-u^2\sin^2\vartheta),
\]
where $\vartheta$ is the angle from $\mathbf u$. Differentiation gives $\mathbf E=e(1-u^2)\mathbf x/4\pi s^3$, hence
\[
r^2E_r=\frac{e}{4\pi}\,\frac{1-u^2}{(1-u^2\sin^2\vartheta)^{3/2}} .
\]
With $z=\cos\vartheta$ its integral over directions is
\[
\frac e2\left[\frac{z}{\sqrt{1-u^2+u^2z^2}}\right]_{-1}^{1}=e
\]
for every $u$. An operation in a bounded region cannot change the field at spacelike distance, so the distant profile survives all local operations.

One ambiguity remains: $\mathbf u$ and $-\mathbf u$ have the same electric profile, although their clouds belong to different sectors. The magnetic field separates them. From $\mathbf B=\nabla\times(\mathbf u\phi)=\mathbf u\times\mathbf E$, the limit of $r^2\mathbf B$ changes sign with $\mathbf u$. The full label is the asymptotic electromagnetic field, not the electric flux alone.

\section*{Velocity can change inside a sector}

\textbf{Q:} Then an electron in the sector of $\mathbf u$ must keep the velocity $\mathbf u$.

\textbf{A:} Suppose it is stopped suddenly at the origin at $t=0$. What is the field at distance $r$ a time $t$ later?

\textbf{Q:} The field is the retarded one. For $r<t$ the retarded point lies on the part of the path at rest, so the field is Coulomb's. For $r>t$ it lies on the moving part, so the field is still that of a charge that went on to $\mathbf ut$.

\textbf{A:} So at any finite time the flux at infinity has the old profile, while the electron is at rest. The photon state agrees. For a sudden change from $\mathbf u$ to any $\mathbf v$, the amplitude relative to $f_v$ rotates with frequency $\omega$:
\[
b(t)=f_v+e^{-i\omega t}(f_u-f_v),\qquad b(t)-f_u=\delta\,(1-e^{-i\omega t}).
\]
For $\mathbf v=0$, $\omega=k$, and we need
\[
I(t)=\int_0^\infty\!\frac{dk}{k}e^{-k/\Lambda}(1-e^{-ikt}),\qquad
\dot I=\frac{i\Lambda}{1+i\Lambda t},\qquad I=\ln(1+i\Lambda t),
\]
using $I(0)=0$. Since $|1-e^{-ikt}|^2=2(1-\cos kt)$,
\[
\|b(t)-f_u\|^2=2A\,\mathrm{Re}\,I=A\ln(1+\Lambda^2t^2).
\]
This is finite without an infrared cutoff: the factor $1-e^{-ikt}$ removes the divergence at $k\to0$. The state stays in the sector of $\mathbf u$. For $\mathbf v\neq0$, $t$ is replaced by $(1-\mathbf n\cdot\mathbf v)t$ under the angular integral, and the result is again finite. What is superselected is the field at spatial infinity, not the present velocity of the electron.

\section*{What happens to the mass}

\textbf{Q:} That removes my argument about the mass. If all velocities live in one sector, why can the electron not be a Wigner particle there?

\textbf{A:} Because the sector has one asymptotic field, whereas the ground state at each momentum wants its own. In the sector of $\mathbf u$, let the electron have momentum $\mathbf P$ and velocity $\mathbf v(\mathbf P)$. The Hamiltonian remains defined there, since $\omega\delta$ and $\sqrt\omega\,\delta$ are square-integrable although $\delta$ is not. Relative to $f_v$, the state $|f_u\rangle$ has amplitude $-\delta$, which evolves to $-\delta e^{-i\omega t}$. The coherent-state overlap gives
\[
\langle f_u|e^{-i(H-E)t}|f_u\rangle=
\exp\left[-\int\! d^3k\sum_\lambda\delta^2(1-e^{-i\omega t})\right].
\]
By the integral above its modulus falls as $t^{-A}$. For two general vectors $W(g)|f_u\rangle$ and $W(g')|f_u\rangle$ the modulus is $e^{-D^2/2}$ with
\[
D\ge\|\delta(1-e^{-i\omega t})\|-\|g\|-\|g'\|\longrightarrow\infty .
\]
Linear combinations of these vectors are dense, so every matrix element of $e^{-iHt}$ tends to zero. An eigenvector $\psi$ would have $|\langle\psi|e^{-iHt}|\psi\rangle|=1$ at all times. Hence $H(\mathbf P)$ has no eigenvector unless $\mathbf v(\mathbf P)=\mathbf u$.

That exception is a single momentum. A normalizable eigenvector of $M^2$ with eigenvalue $M_0^2$ would need eigenvectors of $H(\mathbf P)$, at energy $\sqrt{M_0^2+\mathbf P^2}$, on a set of momenta of nonzero volume. There are none.

\textbf{Q:} Is the mass then smeared out, like that of an unstable particle?

\textbf{A:} No. The lower edge $m$ stays sharp. At $\mathbf P=0$ we have $M=m+\mathcal E$ with $\mathcal E\ge0$, and the amplitude above is $(1+i\Lambda t)^{-A}$. It is the Fourier transform of
\[
\rho(\mathcal E)=\frac{\mathcal E^{A-1}e^{-\mathcal E/\Lambda}}{\Gamma(A)\Lambda^A},
\]
because $\int_0^\infty d\mathcal E\,\mathcal E^{A-1}e^{-\mathcal E(1/\Lambda+it)}=\Gamma(A)(1/\Lambda+it)^{-A}$. A Wigner particle would have a delta function at $\mathcal E=0$. Here, for $A<1$, there is an integrable singularity instead, and
\[
\mathrm{Prob}(<\mathcal E)\simeq\frac{(\mathcal E/\Lambda)^A}{\Gamma(1+A)}\to0
\qquad(\mathcal E\to0).
\]

This is also where your overlap belongs. With a cutoff $\mu>0$ the oscillating part of the exponent dies out at late times, and the amplitude tends to $e^{-N}$. That constant is the weight of a sharp mass state, and it equals $|\langle f_u|f_v\rangle|^2$. As $\mu\to0$ the weight vanishes.

\section*{How sharp the electron looks}

\textbf{Q:} How large is the effect for an electron stopped from $u=0.6$?

\textbf{A:} Take $\Lambda=1$ keV as a model parameter. A sudden stop then means one that is short compared with $1/\Lambda\approx7\times10^{-19}$ s, about $0.1$ nm of travel; a slower stop cuts off the radiated photons at a lower energy. The exponent $A$ does not depend on $\Lambda$, and the other numbers depend on it through a logarithm: the probability $0.986$ found below becomes $0.989$ for $\Lambda=10$ eV and $0.982$ for $\Lambda=100$ keV. The numerical output gives $\theta=0.6931$. With $\coth\theta=1/0.6$,
\[
A=\frac{2(0.0072974)}{\pi}\left(\frac{0.6931}{0.6}-1\right)=7.21\times10^{-4}.
\]
Direct angular quadrature gives the same value. The far flux, in units of $e/4\pi$, is $1-u^2=0.64$ along $\mathbf u$ and $(1-u^2)^{-1/2}=1.25$ across it. The mode integral over the cloud returns $0.6401$ and $1.2499$. After the stop, at $t/r=0.01$, the field along $\mathbf u$ is $0.64/(1-0.006)^2=0.648$, as for uninterrupted motion; at $t/r=2$ it is $1.000$. The tests compare these fields at four angles, with an allowed error of $0.002$ in the same units.

An infrared length of 1 m means $\mu=1.97\times10^{-7}$ eV, so
\[
N\simeq7.21\times10^{-4}\,(22.35-0.58)=0.0157,\qquad e^{-N/2}=0.992 .
\]
At $10^{26}$ m the overlap is still $0.971$. To bring it down to one half, $\Lambda/\mu$ must be about $10^{835}$. The pointer $X_\mu$ separates values $0$ and $1$, but at $10^{26}$ m its variance is $4.2$, so one reading says almost nothing about the sector.

\textbf{Q:} And the mass itself?

\textbf{A:} The probability that the excess mass lies below $10^{-6}$ eV is about $(10^{-9})^A/\Gamma(1+A)\simeq0.986$. The median excess is near $10^{-418}\Lambda$, a figure that shows how slowly the power law acts and has no use as a measurable energy. One second after the stop, $\Lambda t=1.5\times10^{18}$, the squared displacement of the cloud is $0.060$ and the survival modulus is $0.970$.

Because $A$ is so small here, the shape of $\rho$ was tested at $A=0.3$ by counting independent photons on an energy grid. The probability below $0.5005\,\Lambda$ came out as $0.8140$, in agreement with the continuum law.

\textbf{Q:} So nearly all of the probability lies very close to the sharp edge $m$, and the absence of a sharp mass state is a statement about a limit.

\textbf{A:} Yes, for this electron and these scales. The strict statement needs photons of arbitrarily low energy and a net charge on the body whose velocity is changed. For a neutral system whose parts move together, the $k^{-3/2}$ terms of the clouds add up in proportion to the total charge and cancel, and with them this divergence. If the parts move with different velocities they do not cancel: charges $+e$ and $-e$ with velocities $\mathbf v$ and $\mathbf u$ carry the cloud $f_v-f_u$ at small $k$, and $N$ diverges as before. The derivation is complete within the soft-photon model. In full quantum electrodynamics it displays the mechanism; a proof there would have to control recoil, pairs and the existence of the asymptotic fields.

\textbf{Q:} Then I would now say it this way. The field at spatial infinity is superselected, and each sector contains all electron velocities. The mass has a sharp edge but no normalizable eigenstate, because one asymptotic field cannot suit the ground states of all momenta.

\textbf{A:} With that wording I agree.

\section*{Values computed for the example and the checks}
\begin{verbatim}
fine-structure constant alpha = 0.007297353 (dimensionless)
initial speed u = 0.6 c, final speed v = 0.0 c
ultraviolet scale Lambda = 1000 eV
relative rapidity theta = 0.693147 (dimensionless)
infrared exponent A, formula = 7.212136e-04 (dimensionless)
infrared exponent A, quadrature = 7.212136e-04 (dimensionless)
far flux along u, moving-charge law = 0.6400 e/(4 pi)
far flux along u, from cloud = 0.6401 e/(4 pi)
field along u after stop, t/r=0.01 = 0.6478 e/(4 pi)
field along u after stop, t/r=2 = 1.0000 e/(4 pi)
far flux across u, moving-charge law = 1.2500 e/(4 pi)
far flux across u, from cloud = 1.2499 e/(4 pi)
field across u after stop, t/r=0.01 = 1.2498 e/(4 pi)
field across u after stop, t/r=2 = 1.0000 e/(4 pi)
total flux = 1.000000 e
infrared length 1e+00 m: mu = 1.9733e-07 eV
  cloud difference N = 0.01570 photons
  overlap exp(-N/2) = 0.99218 (dimensionless)
  sharp-mass weight exp(-N) = 0.98442 (dimensionless)
  pointer variance 1/(4N) = 15.924 (dimensionless)
infrared length 1e+26 m: mu = 1.9733e-33 eV
  cloud difference N = 0.05888 photons
  overlap exp(-N/2) = 0.97099 (dimensionless)
  sharp-mass weight exp(-N) = 0.94282 (dimensionless)
  pointer variance 1/(4N) = 4.246 (dimensionless)
overlap 1/2 needs log10(Lambda/mu) = 835.0 (dimensionless)
pointer variance 0.01 needs log10(Lambda/mu) = 15055 (dimensionless)
Lambda t/hbar at t = 1 s: 1.5193e+18 (dimensionless)
squared cloud displacement at 1 s = 0.06039 (dimensionless)
survival modulus at 1 s = 0.97026 (dimensionless)
probability of excess mass below 1e-06 eV = 0.98558
median excess mass: log10(E/Lambda) = -417.6 (dimensionless)
counting test, exponent 0.3: P(E < 0.5005 Lambda) = 0.81403
continuum law for the same = 0.81398
\end{verbatim}
